\section*{Why Helium Slowed Elastically in Gold Loses Direction Before Energy}

\section{A long path and a short displacement}

In a collision-by-collision random walk, a helium atom enters a gold medium with $1000$ eV and is followed down to $50$ eV. It loses energy only in elastic collisions. Its mean path is $1140$ \AA{} ($114$ nm), yet its mean displacement along the initial direction is only $35$ \AA. The root-mean-square displacement is $212$ \AA{} ($21.2$ nm). Why is the forward displacement some thirty times shorter than the path?

The answer rests mainly on a ratio of two lengths, the distance over which the energy falls by a factor $e$ and the distance over which the direction is forgotten. For a light atom among heavy ones this ratio is large and depends almost entirely on the masses. These notes find its leading value, its first correction, and the corresponding correction to the diffusion law.

\section{The two lengths}

The moving atom has mass $M_1$ and energy $E$. The target atoms have mass $M_2=AM_1$ with $A>1$, are free and at rest, and fill an infinite random medium with number density $N$. Collisions are binary and classical. Let $T$ be the energy given to the target atom, $x=T/E$, and $\psi$ the laboratory deflection angle. Define
\begin{equation}
S=\int T\,d\sigma=E\int x\,d\sigma,\qquad
\sigma_1=\int(1-\cos\psi)\,d\sigma ,
\end{equation}
both assumed finite.

On a path element $ds$ the mean energy loss is $NS\,ds$, so
\begin{equation}
\frac{dE}{ds}=-NS=-\frac{E}{L},\qquad L=\frac{E}{NS}.
\end{equation}
Thus $L$ is the local energy $e$-folding length.

A collision turns the unit direction vector $\boldsymbol\Omega$ into $\cos\psi\,\boldsymbol\Omega$ plus a perpendicular part. The azimuth is random, so the perpendicular part averages to zero, and
\begin{equation}
\frac{d\langle\boldsymbol\Omega\rangle}{ds}
=-N\int(1-\cos\psi)\,d\sigma\,\langle\boldsymbol\Omega\rangle
=-\frac{\langle\boldsymbol\Omega\rangle}{\lambda_1},\qquad
\lambda_1=\frac1{N\sigma_1}.
\end{equation}
Here the energy at path length $s$ has been replaced by its mean value. The number of relaxation lengths per energy $e$-folding is
\begin{equation}
R=\frac{L}{\lambda_1}=\frac{E\sigma_1}{S}
=\frac{\int(1-\cos\psi)\,d\sigma}{\int x\,d\sigma}.
\label{eq:R}
\end{equation}
The density cancels.

\section{Deflection and loss are tied together}

Let $\mathbf p$ and $\mathbf p'$ be the momenta of the moving atom before and after a collision. Since $p^2=2M_1E$, energy conservation gives $p'^2=p^2(1-x)$. The target atom receives $\mathbf q=\mathbf p-\mathbf p'$, with
\begin{align}
q^2&=p^2\left[1+(1-x)-2\sqrt{1-x}\,\cos\psi\right],\\
q^2&=2M_2T=2AM_1xE=Ax\,p^2 .
\end{align}
Equating the two lines and solving for the cosine,
\begin{equation}
\cos\psi=\frac{1-\tfrac12(1+A)x}{\sqrt{1-x}} .
\label{eq:cos}
\end{equation}

The range of $x$ follows from the centre-of-mass frame. The relative velocity $\mathbf v$ turns through an angle $\theta$ without changing length, so $q=2\mu v\sin(\theta/2)$ with $\mu=M_1M_2/(M_1+M_2)$. Dividing $T=q^2/(2M_2)$ by $E=M_1v^2/2$,
\begin{equation}
x=\frac{4\mu^2}{M_1M_2}\sin^2\frac\theta2=\gamma y,\qquad
\gamma=\frac{4A}{(1+A)^2},\qquad y=\sin^2\frac\theta2\in[0,1].
\end{equation}
For gold, $A=49.21$ and $\gamma=0.0781$: even a head-on collision removes less than 8 per cent of the energy, while it reverses the direction.

\section{Leading term, bounds and first correction}

Expand $(1-x)^{-1/2}=\sum_n c_nx^n$, with $c_0=1$, $c_1=\frac12$, $c_2=\frac38$, $c_3=\frac5{16}$. The series converges because $x\le\gamma<1$. From \eqref{eq:cos},
\begin{equation}
1-\cos\psi=1-\sum_{n\ge0}c_nx^n+\frac{1+A}{2}\sum_{n\ge0}c_nx^{n+1}.
\end{equation}
The constant terms cancel. Dividing by $x$ and collecting powers,
\begin{align}
g(x)\equiv\frac{1-\cos\psi}{x}
&=\sum_{n\ge0}\left[\frac{1+A}{2}c_n-c_{n+1}\right]x^n\\
&=\frac A2+\frac{2A-1}{8}x+\frac{3A-2}{16}x^2+\cdots .
\label{eq:g}
\end{align}

Since $c_{n+1}/c_n=(2n+1)/(2n+2)<1$ and $(1+A)/2>1$, every coefficient is positive. Hence $g$ rises from $A/2$ for grazing collisions to its value at $x=\gamma$. There $\cos\psi=-1$, so $g(\gamma)=2/\gamma$. Equation \eqref{eq:R} is the average of $g$ with the positive weight $x\,d\sigma$, the share of the energy loss due to each kind of collision. Therefore
\begin{equation}
\frac A2\le R\le\frac{(1+A)^2}{2A}=\frac A2+1+\frac1{2A}
\label{eq:bounds}
\end{equation}
for any scattering law with finite $S$ and $\sigma_1$. For helium in gold the limits are $24.61$ and $25.62$. The interaction can move the answer by about one unit.

For the first correction, insert $x=\gamma y$ into \eqref{eq:g}. At large $A$,
\begin{align}
\frac{2A-1}{8}\gamma y&=\frac{A(2A-1)}{2(1+A)^2}y
=y-\frac{5y}{2A}+O(A^{-2}),\\
\frac{3A-2}{16}\gamma^2y^2&=\frac{3y^2}{A}+O(A^{-2}).
\end{align}
The $n$th term of the series is of order $A\gamma^n$, or $A^{1-n}$, so later terms are $O(A^{-2})$. Writing $\langle\cdot\rangle_x$ for the average with weight $x\,d\sigma$,
\begin{equation}
R=\frac A2+h+\frac{6\langle y^2\rangle_x-5h}{2A}+O(A^{-2}),
\qquad h=\langle y\rangle_x .
\label{eq:asym}
\end{equation}

The correction $h$ lies between 0 and 1 and measures how hard the collisions are that carry the energy loss. For $0\le y\le1$ the polynomial $6y^2-5y$ lies between $-25/24$ and $1$, so the third term is at most about $0.52/A$ in size, or $0.01$ for gold.

Isotropic scattering in the centre-of-mass frame gives a case that can be followed by hand. Then $d\sigma\propto dy$, and
\begin{equation}
h=\frac{\int_0^1y^2dy}{\int_0^1y\,dy}=\frac23,\qquad
\langle y^2\rangle_x=\frac{\int_0^1y^3dy}{\int_0^1y\,dy}=\frac12 .
\end{equation}
Hence $R\simeq A/2+2/3-1/(6A)$. For gold the first two terms give $24.605+0.667\simeq25.27$, and direct angular integration gives $25.27$.

\section{When the correction cancels}

The length $L$ is defined by the mean fractional loss $x$. One may instead count $e$-foldings by adding the actual logarithmic losses $-\ln(1-x)=x+x^2/2+\cdots$. By \eqref{eq:g}, to leading order in $A$ at each power of $x$,
\begin{equation}
1-\cos\psi=\frac A2x+\frac A4x^2+\cdots
=\frac A2\left(x+\frac{x^2}{2}\right)+\cdots .
\end{equation}
The bracket is the logarithmic loss through second order. The omitted terms change the ratio by $O(1/A)$, because $x=O(1/A)$. With this count,
\begin{equation}
\frac{\int(1-\cos\psi)\,d\sigma}{\int[-\ln(1-x)]\,d\sigma}
=\frac A2+O(A^{-1}),
\end{equation}
and the order-one correction $h$ has disappeared. The random walk, which sums $1-\cos\psi$ and the logarithmic losses over its collisions, gives $24.6$, in agreement with $A/2=24.61$. The two definitions differ by less than one unit here, and both round to $25$.

\section{From lost direction to diffusion}

Let $u=\ln(E_0/E)$ along the mean energy loss, with $E_0$ the initial energy. Then $ds=L\,du$ and $ds/\lambda_1=R\,du$, so
\begin{equation}
\langle\cos\rangle(s)=\exp\left(-\int_0^s\frac{ds'}{\lambda_1}\right)
=e^{-\int_0^uR\,du'} .
\end{equation}
This is the leading-order mean direction cosine at a given path length, with $u$ taken from the mean energy there. The atoms that still remember their direction have had fewer hard collisions. Their loss is weighted by $\cos\psi$, whose average is about $1-2h$ at large $A$, so after $n$ relaxation lengths their $u$ lags the mean by about $2hn/R$. If $\lambda_1\propto E^k$, their relaxation length is longer by a fraction $2khn/R$, and the cosine is raised by a factor of about $\exp(khn^2/R)$. This is small for $n\sim1$ but grows with the path. It does not apply to atoms selected at one sharp energy, since loss and deflection in a single collision are correlated.

The displacement is $\mathbf r=\int\boldsymbol\Omega\,ds$. Squaring it and ordering the two path points gives
\begin{equation}
\langle r^2\rangle=2\int D(s)\,ds,\qquad
D(s)=\int_0^s\exp\left(-\int_{s'}^{s}\frac{ds''}{\lambda_1}\right)ds'.
\end{equation}
Differentiation gives $dD/ds=1-D/\lambda_1$. If $\lambda_1$ varies slowly over its own length, $D\simeq\lambda_1$ after the first few relaxation lengths, and
\begin{equation}
\langle r^2\rangle\simeq2\int\lambda_1\,ds .
\label{eq:diff}
\end{equation}
This is the diffusion law.

The first correction needs more care. A collision that turns the atom sharply also takes more energy than average and so, where $\lambda_1$ is smaller at lower energy, shortens the distance over which the new direction is kept. This effect is of relative order $1/R$, and the mean energy alone misses it. Take a scattering law whose angular form is fixed and whose cross section varies as $E^{-k}$ with $k>0$. Then $R$ is constant and $L\propto E^k$. Continue this law to zero energy.

Let $X(E)$ be the mean displacement along the initial direction for an atom starting at energy $E$, and $W(E)$ its mean square displacement. By scaling, $X\propto E^k$ and $W\propto E^{2k}$. Over a first short path $ds$ the atom either flies on or collides. If it collides, it starts again with energy $E(1-x)$ in a direction turned by $\psi$. Balancing the terms of order $ds$ gives
\begin{align}
NX\int\left[1-\cos\psi\,(1-x)^k\right]d\sigma&=1,\\
NW\int\left[1-(1-x)^{2k}\right]d\sigma&=2X .
\end{align}
The source $2X$ is the cross term in the square of the first step plus the remaining displacement.

Now expand in $x$. The first integrand is $1-\cos\psi+kx\cos\psi+O(x^2)$. At large $A$ the laboratory and centre-of-mass angles nearly agree, so $\langle\cos\psi\rangle_x=1-2h+O(A^{-1})$ and
\begin{equation}
X(E_0)=\lambda_1(E_0)\left[1-\frac{k(1-2h)}{R}+O(R^{-2})\right].
\end{equation}
The second integrand is $2kx-k(2k-1)x^2+\cdots$. Since $\langle x\rangle_x=\gamma h$ and $\gamma\simeq4/A\simeq2/R$,
\begin{equation}
\langle r^2\rangle=W(E_0)=\frac{L_0^2}{kR}
\left[1+\frac{(4k-1)h-k}{R}+O(R^{-2})\right],
\end{equation}
with $L_0=L(E_0)$. The factor in front is the diffusion law, because
\begin{equation}
2\int\lambda_1ds=\frac{2L_0^2}{R}\int_0^\infty e^{-2ku}du
=\frac{L_0^2}{kR}.
\end{equation}
Both corrections depend on $h$ and can have either sign. For isotropic scattering, $h=2/3$, and large $A$, the forward displacement is slightly longer than $\lambda_1(E_0)$. For $k=0.62$ or $k=1$ it is longer at $A=3$ but shorter at $A=2$.

For large $R$ the forward displacement stays near one initial relaxation length, however long the remaining path. To leading order the total path is $L_0/k$, so the rms displacement divided by the path is $\sqrt{k/R}$, which falls as $R^{-1/2}$.

\section{Helium in gold, with numbers}

The interaction is the universal screened potential. In atomic units $V=Z_1Z_2\varphi(r/a)/r$, with $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ and
\begin{equation}
\varphi(t)=0.1818e^{-3.2t}+0.5099e^{-0.9423t}
+0.2802e^{-0.4029t}+0.02817e^{-0.2016t}.
\end{equation}
For impact parameter $b$ and relative energy $E_c=EA/(1+A)$, conservation of energy and angular momentum gives
\begin{equation}
\theta=\pi-2b\int_{r_0}^\infty
\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}},
\end{equation}
where the root vanishes at $r_0$. Each atom is assigned the area $N^{-2/3}$, so $b\le1.45$ \AA{} and the mean free path is $N^{-1/3}=2.57$ \AA. Free paths in the walk are exponentially distributed.

At $1000$ eV the integrals give $S=18.9$ eV\,\AA$^2$ and $\sigma_1=0.473$ \AA$^2$. With $N=0.0590$ \AA$^{-3}$,
\begin{equation}
L=\frac{1000}{0.0590\times18.9}\simeq896\ \text{\AA},\qquad
\lambda_1=\frac1{0.0590\times0.473}\simeq35.8\ \text{\AA}.
\end{equation}
Their ratio is $R=25.01$, hence $h\simeq25.01-24.61=0.40$ from the first two terms of \eqref{eq:asym}; the direct average is $0.41$. This is below the isotropic $2/3$ because softer collisions carry more of the loss. At $50$ eV, $R=25.1$.

One relaxation length leaves $1000\,e^{-1/25}\simeq961$ eV. Memory falls to one hundredth after $\ln100=4.6$ relaxation lengths, at $832$ eV. At these two path lengths the walk has mean energies of $961$ and $832$ eV. Its mean cosines are $0.378$, against $e^{-1}=0.368$, and $0.013$ with standard error $0.005$, against $0.010$. Part of the excess is systematic. With the local exponent $k\simeq0.76$ of $\lambda_1$ at $1000$ eV, the factor $\exp(khn^2/R)$ is about $1.01$ and $1.3$ at the two marks, and the noise-free values for this collision model are $0.372$ and $0.013$. Down to $50$ eV there are $75.1$ relaxation lengths in three $e$-foldings.

The diffusion law \eqref{eq:diff} gives an rms displacement of $213$ \AA, and the walk $212$ \AA. To size the correction, $L$ at $50$ eV is $25.1\times5.62\simeq141$ \AA, so the mean exponent is $k=\ln(896/141)/3.0\simeq0.62$. For a power law with this $k$ and $h\simeq0.40$, the two parts of the correction to $\langle r^2\rangle$ nearly cancel, leaving about $0.1$ per cent, and the forward displacement is lowered by a fraction $k(1-2h)/R\simeq0.005$. The screened potential does not follow a single power law and the walk stops at $50$ eV, so these are only estimates of size. They leave the rms value near $213$ \AA{} and put the forward displacement near $35.6$ \AA, against $35\pm1$ \AA{} in the walk. Neither comparison is fine enough to confirm a correction this small; they confirm the leading law.

\section{A lighter target, and real implantation}

For helium in aluminium, $A=6.741$, and \eqref{eq:bounds} gives limits of $3.37$ and $4.44$. The same potential gives $R=3.67$ at $1000$ eV. One relaxation length now costs $1-e^{-1/3.67}\simeq24$ per cent of the energy. This count is for elastic loss only; with the electronic estimate below it is about $2$ at $1000$ eV and reaches one near $5$ keV. At $1000$ eV direction is still lost before energy, but the separation of scales that supports \eqref{eq:diff} is much weaker.

In real gold the loss is not purely elastic. The Lindhard--Scharff estimate in atomic units, with $v$ the ion speed,
\begin{equation}
S_e=\frac{8\pi Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v ,
\end{equation}
gives $38$ eV\,\AA$^2$ at $1000$ eV, twice the elastic value. If electrons slow the ion without deflecting it, $R$ is multiplied by $S/(S+S_e)$, giving $25.01\times18.9/56.9\simeq8.3$. With the energy limits and potential held fixed, the path falls to $429$ \AA{} and the rms displacement to $125$ \AA. In this estimate the count drops to one near $74$ keV. These numbers are only as good as $S_e$. The formula is rough, and in gold the stopping at the lowest speeds departs from proportionality to $v$. Halving $S_e$ would give a count of $12.5$ at $1000$ eV and a crossover near $150$ keV. Above that energy an ion loses much of its energy before its direction, so the diffusive picture does not describe the early path of a high-energy implant.

A surface matters as well. In the elastic walk a fraction $0.66$ of the histories cross the entrance plane before reaching $50$ eV; with electronic loss it is $0.50$. Such atoms could leave a real sample, so the displacements above are not an implantation profile. The gold density used, $19.3$ g/cm$^3$, is a rough normal value. Channelling in crystals and the binding of target atoms are left out, and their effects are not sized here.

At the low-energy end, $\lambda_1=5.62$ \AA{} is only about twice the atomic spacing, so isolated collisions become a doubtful picture near $50$ eV. Doubling the largest impact parameter there raises $S$ by $2.9$ per cent but moves $R$ only from $25.10$ to $25.08$, well inside the bounds. The helium wavelength grows from $0.0045$ to $0.020$ \AA, still well below the screening length of $0.12$ \AA, which supports the classical treatment of the collisions that dominate the loss. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
mass of He: 4.0026 u
mass of Au: 196.97 u
mass of Al: 26.98 u
density of Au, rough: 19.3 g/cm3
atomic density of Au: 0.059 1/A^3
start energy: 1000 eV
end energy: 50 eV
mass ratio A, Au/He: 49.21
largest fractional loss, Au: 0.0781
lower bound of R, Au: 24.61
upper bound of R, Au: 25.62
R, isotropic scattering, Au: 25.27
R, screened potential, 1000 eV, Au: 25.01
R, screened potential, 50 eV, Au: 25.1
mass ratio A, Al/He: 6.741
lower bound of R, Al: 3.37
upper bound of R, Al: 4.44
R, screened potential, 1000 eV, Al: 3.67
screening length, He-Au: 0.12 A
largest impact parameter: 1.45 A
elastic S at 1000 eV: 18.9 eV A^2
sigma1 at 1000 eV: 0.473 A^2
L at 1000 eV: 896 A
lambda1 at 1000 eV: 35.8 A
lambda1 at 50 eV: 5.62 A
mean atomic spacing N^(-1/3): 2.57 A
e-foldings, 1000 to 50 eV: 3
relaxation lengths, 1000 to 50 eV: 75.1
energy when memory is 1/e: 961 eV
energy when memory is 1/100: 832 eV
walk: mean cosine at first mark: 0.378
walk: mean cosine at second mark: 0.013
walk: standard error of cosine: 0.005
walk: mean energy at first mark: 961 eV
walk: mean energy at second mark: 832 eV
walk: count per e-folding: 24.6
path, formula: 1.15e+03 A
path, walk: 1.14e+03 A
path, walk, converted: 114 nm
rms displacement, formula: 213 A
rms displacement, walk: 212 A
rms displacement, walk, converted: 21.2 nm
rms displacement / path, walk: 0.19
mean forward displacement, walk: 35 A
its standard error: 1 A
fraction crossing entrance plane: 0.66
electronic S at 1000 eV: 38 eV A^2
count with electrons, 1000 eV: 8.3
count with electrons, 50 eV: 10
energy where that count is one: 7.4e+04 eV
path with electrons, walk: 429 A
rms displacement with electrons, walk: 125 A
fraction crossing, with electrons: 0.5
S gain at 50 eV, cutoff doubled: 2.9 percent
R at 50 eV, cutoff doubled: 25.08
He wavelength at 1000 eV: 0.0045 A
He wavelength at 50 eV: 0.02 A
\end{verbatim}
